Free Foldy-Wouthuysen Transformation, Newton-Wigner Position and Mean Spin

1. The decision and the conventions

A heavy-element calculation may replace four-component Dirac orbitals by two-component ones. One must then decide whether densities, multipole moments and spin magnetizations may be evaluated with the familiar r and σ, or whether these operators have to be transformed along with the orbitals. For a free electron the question can be answered in closed form. After the transformation, the plain r and σ represent a mean position and a mean spin. They do not represent the Dirac position r, to which the charge density and a local potential refer, or the Dirac spin matrix Σ.

Atomic units with ħ = 1 are used, and the electron mass m is kept visible. The free Hamiltonian is

h = c α·p + βM,  M = mc²,  E = √(c²p² + M²).  (1)

In momentum space r = i∇_p, and ∂_j denotes ∂/∂p_j. The matrices obey

α_iα_j = δ_ij + iε_ijk Σ_k,  βα_j = −α_jβ,  [Σ_j, α_k] = 2iε_jkl α_l,  (2)

and Σ commutes with β. Cross products mean (Σ×p)_j = ε_jab Σ_a p_b. A matrix is called even if it commutes with β and odd if it anticommutes with β. Since h² = E², the sign of the energy is s = h/E, with s² = 1.

2. The transformation

We seek a unitary U that turns s into β. The matrix G = 1 + βs does so up to normalization, because

Gs = s + β = β(βs + 1) = βG.  (3)

Its norm follows from βh + hβ = 2M, the α·p terms having cancelled:

G†G = (1 + sβ)(1 + βs) = 2 + sβ + βs = 2(E + M)/E.  (4)

This is a positive number at each p, so dividing G by its square root gives a unitary matrix. With

K = βα·p,  K† = −K,  K² = −(α·p)² = −p²,  (5)

we have G = (E + M + cK)/E, and therefore

U = a + bK = (E + M + cK)/√(2E(E+M)),  U h U† = βE.  (6)

The products needed below are

a² = (E+M)/(2E),  ab = c/(2E),  b² = c²/(2E(E+M)).  (7)

Since c²p² = (E−M)(E+M), b²p² = (E−M)/(2E) and a² + b²p² = 1. Writing a = cos(θ/2) and bp = sin(θ/2) gives cos θ = M/E and sin θ = cp/E, so that tan θ = p/(mc). U rotates upper and lower components into each other through the angle θ/2, which is small for p ≪ mc and approaches 45° for p ≫ mc.

The condition UhU† = βE alone does not fix U: it may be multiplied from the left by any even unitary function of p. A factor that varies with p would change the position operator obtained from U. The choice (6) is the unitary part of 1 + βs. Section 4 gives a physical reason for the position operator that it yields on positive energies.

3. The mean position

Define X = U†rU. Acting on a function of p, the derivative in r also acts on U, so

X_j = r_j + iU†∂_jU.  (8)

Because U† = a − bK and ∂_jK = βα_j,

U†∂_jU = (a − bK)[∂_ja + (∂_jb)K + bβα_j]
= a∂_ja + p²b∂_jb + (a∂_jb − b∂_ja)K + abβα_j − b²Kβα_j.  (9)

The last product follows from (2):

Kβα_j = −(α·p)α_j = −p_j − i(Σ×p)_j.  (10)

The scalar terms in (9) are then a∂_ja + p²b∂_jb + b²p_j = ½∂_j(a² + b²p²) = 0. For the coefficient of K use b/a = c/(E+M) and ∂_jE = c²p_j/E:

a∂_jb − b∂_ja = a²∂_j(b/a) = −c³p_j/(2E²(E+M)).  (11)

Collecting terms,

X = r + icβα/(2E) − ic³β(α·p)p/(2E²(E+M)) − c²(Σ×p)/(2E(E+M)).  (12)

For p ≪ mc the three corrections begin as iβα/(2mc), a term of order c⁻³, and −Σ×p/(4m²c²). The first does not vanish at p = 0. It is odd, however, and connects upper with lower components.

Since U commutes with p, unitary equivalence preserves the canonical relations:

[X_i, X_j] = 0,  [X_i, p_j] = iδ_ij.  (13)

The velocities show what has been gained. For any function f(p), [f, r_j] = −i∂_jf. Hence

dX_j/dt = i[h, X_j] = U† i[βE, r_j] U = U†β(c²p_j/E)U = c²p_j h⁻¹,  (14)

where U†βU = h/E and h⁻¹ = h/E² were used. On positive energies this is the classical velocity c²p/E, which is constant. By contrast,

dr_j/dt = i[h, r_j] = ∂_jh = cα_j.  (15)

Each component of cα has eigenvalues ±c and does not commute with h. Thus X moves uniformly, while r carries an additional oscillation.

4. Why this is the Newton-Wigner operator

For a positive-energy state, Uψ has only its two upper components, φ(p). K is unchanged by rotations, by parity (p → −p together with multiplication by β on both sides), and by time reversal, which reverses both α and p. U therefore commutes with these operations, and φ transforms as an ordinary spin-½ amplitude.

Let R be a Hermitian position operator on φ with [R_i, p_j] = iδ_ij. Then R − i∇_p commutes with p and is a 2×2 matrix function A(p). The general Hermitian vector built from p and σ is a combination of p, σ, (σ·p)p and σ×p, with real coefficients depending on |p|. A position changes sign under parity, which excludes σ and (σ·p)p. It is unchanged by time reversal, which excludes p. What remains is

R = i∇_p + g(p)σ×p.  (16)

The components must also commute. With A = gσ×p,

[R_i, R_j] = i(∂_iA_j − ∂_jA_i) + [A_i, A_j].  (17)

The curl is found from ∇_p×(σ×p) = 3σ − σ = 2σ and p×(σ×p) = p²σ − p(σ·p):

∇_p×A = (pg′ + 2g)σ − (g′/p)(σ·p)p.  (18)

For the commutator write A_i = gσ·(p×e_i), with e_i a Cartesian unit vector. The rule [σ·u, σ·v] = 2iσ·(u×v) gives [A_i, A_j] = 2ig²ε_ijk(σ·p)p_k. Therefore

[R_i, R_j] = iε_ijk{(pg′ + 2g)σ_k + (2g² − g′/p)(σ·p)p_k}.  (19)

Both brackets must vanish. The first gives g = C/p², and the second then requires C² + C = 0. The solution C = −1 makes A diverge as 1/p at zero momentum. If A is required to be regular there, C = 0 and R = i∇_p. Transformed back, this is X restricted to positive energies, the Newton-Wigner position operator. An extra even factor in U would be harmless only if it left this operator unchanged.

An eigenstate of X has φ proportional to a plane wave in p times a constant spinor. Its Dirac amplitude contains in addition the matrix U†, which varies over momenta of order mc. In r space the amplitude is therefore not a pure point: besides a part singular at the centre it has a tail that decays over lengths of order 1/(mc). This tail sets no minimum size. The corrections in (12) fall as 1/p for p ≫ mc, so a normalized positive-energy packet with Gaussian φ of width s ≫ mc has a root-mean-square r proportional to 1/s, and its weight in the tail tends to zero.

5. What r contains besides X

The inverse transformation shows r as it appears among two-component orbitals. U† differs from U by b → −b, so the terms linear in b change sign and the b² term does not:

UrU† = r − icβα/(2E) + ic³Kp/(2E²(E+M)) − c²(Σ×p)/(2E(E+M)).  (20)

The last term is even; the two before it are odd. Transforming (20) back with U†…U turns r into X and Σ into Σ̄ = U†ΣU, so

r = X − c²(Σ̄×p)/(2E(E+M)) + Z.  (21)

Here Z comes from the odd terms and anticommutes with h. It can be found from the velocity. The middle term commutes with h, because Σ̄ does (section 6), so (14) and (15) give

i[h, Z] = 2ihZ = F,  F = cα − c²p h⁻¹.  (22)

Hence Z = −(i/2)h⁻¹F. F anticommutes with h, as hZ does, so this is also

Z = (i/2)F h⁻¹,  Z(t) = e^{iht}Z e^{−iht} = e^{2iht}Z.  (23)

Z is the Zitterbewegung, with angular frequency 2E at momentum p. Because it reverses the energy sign, its expectation value vanishes in a state of one energy sign. The size of its components follows from (20). Along p, K = pβα_∥, and the two odd terms combine with the factor 1 − (E−M)/E = M/E. The operator norms are

along p: cM/(2E²);  across p: c/(2E).  (24)

Restricting r to positive energies removes Z but leaves the spin-dependent shift. This restricted position is (16) with g = −c²/(2E(E+M)). Differentiation gives

g′/p = c⁴(2E+M)/(2E³(E+M)²).  (25)

Inserting this in (19), with c²p² = (E−M)(E+M), the coefficient of σ_k has the numerator (E−M)(2E+M) − 2E² = −M(E+M) over 2E³(E+M), times c². The other coefficient has the numerator E − (2E+M) = −(E+M) over 2E³(E+M)², times c⁴. Thus

[R_i, R_j] = −iε_ijk (c²/(2E³)){Mσ_k + c²(σ·p)p_k/(E+M)}.  (26)

The projected Dirac coordinates do not commute. At p = 0 the right side is −iε_ijkσ_k/(2m²c²), the square of a Compton-scale length. The Newton-Wigner operator restores commuting coordinates by removing the spin-dependent shift.

6. The mean spin

The same method applies to Σ̄_j = Σ_j + U†[Σ_j, U]. From (2),

[Σ_j, K] = 2iε_jkl p_kβα_l = −2iβ(α×p)_j.  (27)

Multiplication by b and by U† = a − bK gives

Σ̄_j = Σ_j − 2iabβ(α×p)_j + 2ib²Kβ(α×p)_j.  (28)

For the last term, (α·p)α_a = p_a + i(Σ×p)_a, and the part with p×p vanishes:

Kβ(α×p) = −(α·p)(α×p) = −i(Σ×p)×p = ip×(Σ×p).  (29)

With (7),

Σ̄ = Σ − icβ(α×p)/E − c²p×(Σ×p)/(E(E+M)).  (30)

The mean spin is Σ̄/2. It obeys the spin commutation relations, being unitarily equivalent to Σ/2, and it is conserved:

[Σ̄, h] = U†[Σ, βE]U = 0.  (31)

The Dirac spin matrix is not conserved. From (2), i[h, Σ_j] = −icp_k[Σ_j, α_k] = 2c(p×α)_j, or

dΣ/dt = −2cα×p.  (32)

The total angular momentum J commutes with U, so it has two decompositions:

J = r×p + Σ/2 = X×p + Σ̄/2.  (33)

In the first, d(r×p)/dt = cα×p cancels the change of Σ/2. In the second, both parts are conserved separately, since dX/dt is parallel to p.

To compare the two spins in a state of one energy sign, reverse b in (30) to obtain UΣU† and keep its even part. As p×(Σ×p) = p²Σ_⊥ and c²p²/(E(E+M)) = (E−M)/E,

even part of UΣU† = Σ_∥ + (M/E)Σ_⊥.  (34)

The component along p is the same for Σ and Σ̄, because neither α×p nor p×(Σ×p) has a component along p. The transverse components of the Dirac spin are those of the mean spin multiplied by the factor M/E. They agree with the mean spin for p ≪ mc and tend to zero for p ≫ mc. A two-component spin density built with σ thus needs a momentum-dependent correction if it is to represent Σ. The magnetization used in four-component spin-density theory is built from βΣ instead, and there the factors are exchanged. Both β and Σ_⊥ anticommute with K, so βΣ_⊥ commutes with U and is unchanged. Σ_∥ commutes with U, and the even part of UβU† = βU†² is β cos θ. The even part of UβΣU† is therefore β[(M/E)Σ_∥ + Σ_⊥].

7. A weak potential

Now add a smooth local potential V(r), held fixed as an expansion in 1/c is made. The free U gives βE + UVU†. To the order needed, U = exp(S) with S = K/(2mc), since the correction to S is of order c⁻³. Then

UVU† = V + [S, V] + ½[S, [S, V]] + …  (35)

The single commutator is odd. With D = α·p, moving β through D gives [βD, β[D, V]] = −[D, [D, V]]. Furthermore [D, V] = −iα·∇V, and a second commutation with (2) yields

[D, [D, V]] = −∇²V − 2Σ·(∇V×p).  (36)

The even part through order c⁻² is therefore

V + [∇²V + 2Σ·(∇V×p)]/(8m²c²).  (37)

The two corrections can be read from (20). The even shift −Σ×p/(4m²c²), inserted in V to first order, gives −∇V·(Σ×p)/(4m²c²) = Σ·(∇V×p)/(4m²c²), the spin-orbit term. The odd shift −iβα/(2mc) has no first-order even effect. In second order the symmetric part of its product is δ_ij/(4m²c²), which gives ∇²V/(8m²c²), the Darwin term.

The odd remainder [S, V] is of order c⁻¹. Removing it across the gap 2mc² changes the even part by order c⁻⁴ in this counting. The free transformation no longer separates the energy signs completely. Σ̄ is generally not conserved, because neither the odd remainder nor the spin-orbit term commutes with Σ. Close to a point nucleus V is neither weak nor smooth, so (37) is not a reliable expansion there. The closed forms (12) and (30) remain definitions, but their simple time dependence belongs to the free particle.

8. An electron at a heavy-atom momentum

Take cp = 300000 eV along x, or p = 80.45 atomic units. This is close to the root-mean-square momentum Z of a nonrelativistic hydrogenic 1s electron with Z = 80. The electron here is free; the atom supplies only a rough scale, since the Dirac 1s state with a point nucleus and Z = 80 has a root-mean-square momentum of about 122 atomic units. With M = 510999 eV,

E = √(300000² + 510999²) eV = 592554 eV,
M/E = 0.8624,  cp/E = 0.5063,  θ = 30.42°.

Let the mean spin point along z. Then (Σ̄×p)_y = p, and (21) displaces the centre of r towards −y. With the reduced Compton length 1/(mc) = 0.0038616 Å,

⟨r_y⟩ − ⟨X_y⟩ = −0.0038616 Å × (510999 × 300000)/(2 × 592554 × 1103553)
= −4.526 × 10⁻⁴ Å.

For a positive-energy Gaussian packet with a standard deviation of 10000 eV in each cp_j and ⟨X⟩ = 0, the Dirac spinor itself gives ⟨r_y⟩ = −4.522 × 10⁻⁴ Å, or −8.546 × 10⁻⁴ bohr. The small difference from the sharp-momentum value comes from averaging the shift over the packet; the averaged formula was tested against the spinor result. The packet has a standard deviation of 0.0987 Å in X_y, so the displacement is about 0.5% of its width. Its ⟨Σ_z⟩ is 0.8622, although its ⟨Σ̄_z⟩ is 1; the ratio is close to the sharp-momentum factor M/E = 0.8624.

The oscillating part of r has the norms

across p: 0.0038616 Å × 0.8624/2 = 1.665 × 10⁻³ Å,
along p: 1.665 × 10⁻³ Å × 0.8624 = 1.436 × 10⁻³ Å.

These are operator norms, not displacements of the packet, in which ⟨Z⟩ = 0. Z still contributes to the spread. Now take a packet at rest whose φ(p) is a narrow function of |p| times a constant spinor. The product of X with the even shift is proportional to σ·(X×p). It has no expectation value here, because the packet has no orbital angular momentum. The square of the even shift vanishes in the narrow limit, and the three odd components give ⟨r²⟩ − ⟨X²⟩ = 3/(4m²c²). The square root is √3/(2mc) = 0.003344 Å; the packet of finite width gives 0.003342 Å. This is the length behind the Darwin term.

A plane wave with the spinor (1,0,0,0) at the same p shows the effect of mixed energy signs. Its negative-energy weight is b²p² = (E−M)/(2E) = 0.0688. The odd term of (30) has no expectation value in this spinor, so ⟨Σ̄_z⟩ = 1 − (E−M)/E = M/E = 0.8624 at all times. By (34) the constant part of ⟨Σ_z⟩ is (M/E)⟨Σ̄_z⟩ = (M/E)². The remainder at t = 0 is 1 − (M/E)² = (cp/E)². It oscillates as a cosine, because the initial rate (32) has zero expectation value in a spinor without lower components:

⟨Σ_z⟩(t) = (M/E)² + (cp/E)² cos 2Et = 0.7437 + 0.2563 cos 2Et.  (38)

The Dirac spin value falls from 1 to 0.4874 and returns, while the mean spin stays fixed. The numerical output lists intermediate phases.

For the decision posed at the start, the sizes differ by property. At this momentum the position shift is below a thousandth of an ångström, which is small for a moment dominated by the valence region but not for a quantity that probes the density near the nucleus. The transverse part of Σ, and the longitudinal part of βΣ, change by 14% relative to the mean-spin value at this sharp momentum. Averaged over directions at the same |p|, ⟨Σ_z⟩ is 1 − (2/3)(1 − M/E) = 0.908. The Dirac 1s state with Z = 80 and γ = √(1 − Z²/c²) has ⟨Σ_z⟩ = (1 + 2γ)/3 = 0.875 and ⟨βΣ_z⟩ = (2 + γ)/3 = 0.937. In either case the consistent procedure is to transform the property operator with the same U as the Hamiltonian.

Computed results

```
INPUT
speed of light c = 137.035999 a.u.
rest energy M = mc^2 = 510999.0 eV
chosen cp along x = 300000 eV
same momentum p = 80.452 a.u.
packet width, std of each c p_j = 10000 eV
SHARP MOMENTUM
E = 592553.7 eV
2E (oscillation quantum) = 1185107.5 eV
rotation angle theta = 30.4166 degrees
U coefficient a = 0.964979
U coefficient b*p = 0.262329
M/E = 0.862367
cp/E = velocity/c = 0.506283
reduced Compton length 1/(mc) = 0.0038616 angstrom
shift <r_y>-<X_y>, formula = -4.5264e-04 angstrom
odd part of r, norm along p = 1.4359e-03 angstrom
odd part of r, norm across p = 1.6651e-03 angstrom
MOVING PACKET, FROM THE DIRAC SPINOR
std of X_y = 0.09866 angstrom
<r_y> = -4.5223e-04 angstrom
<r_y> converted = -8.5460e-04 bohr
|<X_y>| below 1e-10 angstrom: True
<Sigma_z> = 0.862246 (mean spin value 1)
<velocity_x>/c = 0.505978
PACKET AT REST
sqrt(<r^2>-<X^2>) = 0.003342 angstrom
narrow-momentum limit sqrt(3)/(2mc) = 0.003344 angstrom
SPINOR (1,0,0,0) AT SHARP MOMENTUM
negative-energy weight = 0.068816
2Et =   0 deg: <Sigma_z> = 1.000000, <Sbar_z> = 0.862367
2Et =  45 deg: <Sigma_z> = 0.924925, <Sbar_z> = 0.862367
2Et =  90 deg: <Sigma_z> = 0.743677, <Sbar_z> = 0.862367
2Et = 135 deg: <Sigma_z> = 0.562430, <Sbar_z> = 0.862367
2Et = 180 deg: <Sigma_z> = 0.487355, <Sbar_z> = 0.862367
```
